# What a straight King plot tests about calculated F and K: a program that tests the result

```python
"""
Result under test: a straight King plot fixes only f = F2/F1 and k = K2 - f*K1,
and only one relation between them if the radius changes are proportional to mu.

Model: shift[i, j] = K[i]*mu[j] + F[i]*r[j]   (heavier minus reference isotope)
  i   transition (two), j isotope pair (four, common reference isotope)
  mu  1/m_reference - 1/m_partner (1/u);  r  change of mean square radius (fm^2)
  K   mass-shift constant (GHz u);        F  field-shift constant (GHz/fm^2)
  modified shift n = shift/mu (GHz u)
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import sqrtm
from scipy.special import erfc

rng = np.random.default_rng(12)
m_ref = 100.0
m_partner = np.array([102.0, 104.0, 106.0, 108.0])
mu = 1 / m_ref - 1 / m_partner
r = np.array([0.12, 0.20, 0.26, 0.36])
F = np.array([-2.0, -1.0])
K = np.array([500.0, -300.0])


def shifts(field, mass, radii):
    return np.outer(mass, mu) + np.outer(field, radii)


def line_fit(data):
    """Slope, intercept and rms residual of the King plot."""
    n1, n2 = data / mu
    slope, intercept = np.polyfit(n1, n2, 1)
    rms = np.sqrt(np.mean((n2 - slope * n1 - intercept) ** 2))
    return slope, intercept, rms


def show(label, values, unit, digits=4):
    text = " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


# --- Recoil: two electrons and a nucleus joined by springs (atomic units) ---
spring, repulsion = 1.0, 0.3


def three_body_energy(nuclear_mass):
    s, q = spring, repulsion
    hessian = np.array([[s + q, -q, -s], [-q, s + q, -s], [-s, -s, 2 * s]])
    root_mass = np.sqrt([1.0, 1.0, nuclear_mass])
    eig = np.linalg.eigvalsh(hessian / np.outer(root_mass, root_mass))
    return 0.5 * np.sum(np.sqrt(eig[1:]))      # free translation left out


fixed_hessian = np.array([[spring + repulsion, -repulsion],
                          [-repulsion, spring + repulsion]])
momentum_cov = 0.5 * np.real(sqrtm(fixed_hessian))
M_a, M_b = 2.0e4, 2.1e4
recoil_exact = three_body_energy(M_b) - three_body_energy(M_a)
recoil_first = -0.5 * momentum_cov.sum() * (1 / M_a - 1 / M_b)
recoil_no_cross = -0.5 * np.trace(momentum_cov) * (1 / M_a - 1 / M_b)
assert abs(recoil_exact / recoil_first - 1) < 1e-3
assert abs(recoil_exact / recoil_no_cross - 1) > 0.05

# --- Field shift per unit charge and unit electron density, two shapes ---
R, s = 1.3, 0.7
sphere_energy = quad(lambda x: 4 * np.pi * x**2
                     * (1 / x - (3 - x**2 / R**2) / (2 * R)), 0, R)[0]
sphere_r2 = quad(lambda x: 3 * x**4 / R**3, 0, R)[0]
gauss_energy = quad(lambda x: 4 * np.pi * x * erfc(x / (np.sqrt(2) * s)),
                    0, 12 * s)[0]
gauss_r2 = quad(lambda x: 4 * np.pi * x**4 * np.exp(-x**2 / (2 * s**2))
                / (2 * np.pi * s**2) ** 1.5, 0, 12 * s)[0]
ratio_sphere = sphere_energy / sphere_r2
ratio_gauss = gauss_energy / gauss_r2
assert np.allclose([ratio_sphere, ratio_gauss], 2 * np.pi / 3, rtol=1e-7)

# --- King line from the explicit shifts ---
data = shifts(F, K, r)
f, k = F[1] / F[0], K[1] - F[1] / F[0] * K[0]
slope, intercept, rms = line_fit(data)
assert np.allclose([slope, intercept], [f, k], rtol=1e-9) and rms < 1e-8

# --- A wrong calculation that the plot cannot detect ---
a, b = 0.8, 200.0
F_wrong, K_wrong = F / a, K - F * b / a
r_wrong = (data - np.outer(K_wrong, mu)) / F_wrong[:, None]
assert np.allclose(r_wrong[0], r_wrong[1], rtol=1e-10)
assert np.allclose(r_wrong[0], a * r + b * mu, rtol=1e-10)
slope_wrong = F_wrong[1] / F_wrong[0]
intercept_wrong = K_wrong[1] - slope_wrong * K_wrong[0]
assert np.allclose([slope_wrong, intercept_wrong], [slope, intercept])

# --- A wrong calculation that the plot does detect: only F2 is off ---
F_off = F * np.array([1.0, 1.1])
slope_off = F_off[1] / F_off[0]
intercept_off = K[1] - slope_off * K[0]
r_off = (data - np.outer(K, mu)) / F_off[:, None]
assert abs(slope_off - slope) > 0.01
assert np.max(np.abs(r_off[0] - r_off[1])) > 0.005

# --- Converse: fits begun from arbitrary radii all share f and k ---
starts = np.array([[0.15, 0.25, 0.30, 0.40],
                   [0.08, 0.10, 0.16, 0.15],
                   [0.20, 0.30, 0.40, 0.50]])
found = []
for trial in starts:
    for sweep in range(3):
        design = np.column_stack([mu, trial])
        K_fit, F_fit = np.linalg.lstsq(design, data.T, rcond=None)[0]
        trial = F_fit @ (data - np.outer(K_fit, mu)) / (F_fit @ F_fit)
    assert np.max(np.abs(shifts(F_fit, K_fit, trial) - data)) < 1e-9
    f_fit = F_fit[1] / F_fit[0]
    k_fit = K_fit[1] - f_fit * K_fit[0]
    assert np.allclose([f_fit, k_fit], [slope, intercept], rtol=1e-6)
    found.append([F_fit[0], F_fit[1], K_fit[0], K_fit[1], f_fit, k_fit])
found = np.array(found)
assert np.ptp(found[:, 0]) > 0.1


# --- Count of parameter directions that leave all shifts unchanged ---
def free_directions(radii, known_pairs=()):
    start = np.concatenate([F, K, radii])
    columns = []
    for p in range(len(start)):
        if p - 4 in known_pairs:
            continue
        values = []
        for factor in (1.5, 0.5):              # exact: linear in each one
            x = start.copy()
            x[p] *= factor
            values.append(shifts(x[:2], x[2:4], x[4:]).ravel())
        columns.append(values[0] - values[1])
    jac = np.array(columns).T
    sv = np.linalg.svd(jac, compute_uv=False)
    return jac.shape[1] - int(np.sum(sv > 1e-10 * sv[0]))


c = 500.0
r_prop = c * mu
free_general = free_directions(r)
free_one = free_directions(r, (0,))
free_two = free_directions(r, (0, 1))
free_prop = free_directions(r_prop)
free_prop_known = free_directions(r_prop, (0, 1, 2, 3))
assert (free_general, free_one, free_two) == (2, 1, 0)
assert (free_prop, free_prop_known) == (3, 2)

# --- Proportional radii: one point, and F2 may be tripled unnoticed ---
data_prop = shifts(F, K, r_prop)
points_prop = data_prop / mu
assert np.max(np.ptp(points_prop, axis=1)) < 1e-9
assert np.isclose(points_prop[1, 0], f * points_prop[0, 0] + k)
F_alt = np.array([F[0], 3 * F[1]])
K_alt = np.array([K[0], points_prop[1, 0] - c * F_alt[1]])
assert np.allclose(shifts(F_alt, K_alt, r_prop), data_prop, rtol=1e-11)
assert np.max(np.abs(shifts(F_alt, K_alt, r) - data)) > 0.01

# --- Straightness: arbitrary frequencies of three and of four isotopes ---
level = np.array([[0.0, 0.31, 0.47, 1.02], [0.0, -0.22, 0.56, 0.13]])
inv_mass = 1 / np.array([100.0, 102.0, 104.0, 106.0])


def bend(pairs):
    p = [(level[:, j] - level[:, i]) / (inv_mass[i] - inv_mass[j])
         for i, j in pairs]
    u, v = p[1] - p[0], p[2] - p[0]
    return abs(u[0] * v[1] - u[1] * v[0]) / np.hypot(*u) / np.hypot(*v)


bend_three = bend([(0, 1), (0, 2), (1, 2)])
bend_four = bend([(0, 1), (0, 2), (0, 3)])
assert bend_three < 1e-10 and bend_four > 0.01

# --- Extra nuclear term G[i]*h[j]; h in fm^4, G in GHz/fm^4 ---
h = np.array([5.0, 9.0, 11.0, 16.0])
G_hidden = -0.001 * F
G_seen = np.array([G_hidden[0], 0.0])
hidden_data = data + np.outer(G_hidden, h)
hidden_slope, hidden_intercept, hidden_rms = line_fit(hidden_data)
seen_rms = line_fit(data + np.outer(G_seen, h))[2]
r_apparent = (hidden_data - np.outer(K, mu)) / F[:, None]
assert hidden_rms < 1e-8 and seen_rms > 0.1
assert np.allclose([hidden_slope, hidden_intercept], [f, k], rtol=1e-8)
assert np.allclose(r_apparent[0], r_apparent[1])

# --- Slope error by simulated measurements, weighted orthogonal fit ---
sigma = 1.0e-4                                  # GHz, each shift
samples = 20000


def simulated_slopes(radii):
    noisy = shifts(F, K, radii) + sigma * rng.normal(size=(samples, 2, 4))
    n = noisy / mu
    centre = np.sum(n * mu**2, axis=-1, keepdims=True) / np.sum(mu**2)
    dev = (n - centre) * mu
    s11, s22 = np.sum(dev**2, axis=-1).T
    s12 = np.sum(dev[:, 0] * dev[:, 1], axis=-1)
    return (s22 - s11 + np.hypot(s22 - s11, 2 * s12)) / (2 * s12)


r_parallel = mu * (r @ mu) / (mu @ mu)
r_perp = r - r_parallel
error_rows = []
for scale in (1.0, 0.1):
    simulated = np.std(simulated_slopes(r_parallel + scale * r_perp))
    size = scale * np.linalg.norm(r_perp)
    formula = sigma * np.sqrt(1 + f**2) / (abs(F[0]) * size)
    assert abs(simulated / formula - 1) < 0.03  # sampling error about 0.5 %
    error_rows.append((size, formula, simulated))
shallow = np.mean(np.abs(simulated_slopes(r_prop)) < 1)
assert abs(shallow - 0.5) < 0.015               # four sampling deviations

# --- Two known radii separate K and F ---
K_cal, F_cal = np.linalg.solve(np.column_stack([mu[:2], r[:2]]), data[:, :2].T)
assert np.allclose(K_cal, K) and np.allclose(F_cal, F)

show("Reference mass", m_ref, "u", 0)
show("Partner masses", m_partner, "u", 0)
show("Mass factors mu x 10^4", mu * 1e4, "1/u")
show("True radius changes r", r, "fm^2", 2)
show("r/mu", r / mu, "fm^2 u", 2)
show("True F1 F2", F, "GHz/fm^2", 2)
show("True K1 K2", K, "GHz u", 1)
show("Shifts, transition 1", data[0], "GHz", 5)
show("Shifts, transition 2", data[1], "GHz", 5)
show("Modified shifts n1", data[0] / mu, "GHz u", 2)
show("Modified shifts n2", data[1] / mu, "GHz u", 2)
show("Fitted slope", slope, "(no unit)")
show("Fitted intercept", intercept, "GHz u", 2)
show("Undetected error: a", a, "(no unit)", 2)
show("Undetected error: b", b, "fm^2 u", 1)
show("Undetected wrong F1 F2", F_wrong, "GHz/fm^2", 3)
show("Undetected wrong K1 K2", K_wrong, "GHz u", 1)
show("Its slope", slope_wrong, "(no unit)")
show("Its intercept", intercept_wrong, "GHz u", 2)
show("Its radii from transition 1", r_wrong[0], "fm^2")
show("Its radii from transition 2", r_wrong[1], "fm^2")
show("Its radius errors", 100 * (r_wrong[0] / r - 1), "%", 1)
show("Only F2 wrong: F2", F_off[1], "GHz/fm^2", 2)
show("Only F2 wrong: slope", slope_off, "(no unit)")
show("Only F2 wrong: intercept", intercept_off, "GHz u", 2)
show("Only F2 wrong: radii from 1", r_off[0], "fm^2")
show("Only F2 wrong: radii from 2", r_off[1], "fm^2")
for number, row in enumerate(found, 1):
    show(f"Fit {number}: F1 F2", row[:2], "GHz/fm^2")
    show(f"Fit {number}: K1 K2", row[2:4], "GHz u", 2)
    show(f"Fit {number}: slope", row[4], "(no unit)")
    show(f"Fit {number}: intercept", row[5], "GHz u", 2)
print("Free directions, 0/1/2 radii known:", free_general, free_one, free_two)
print("Free directions, r = c mu, 0/4 known:", free_prop, free_prop_known)
show("Proportional case: c", c, "fm^2 u", 1)
show("Proportional case: n1 n2", points_prop[:, 0], "GHz u", 2)
show("Same point, other F1 F2", F_alt, "GHz/fm^2", 2)
show("Same point, other K1 K2", K_alt, "GHz u", 2)
print(f"Sine of bend, 3 isotopes: {bend_three:.1e} (no unit)")
print(f"Sine of bend, 4 isotopes: {bend_four:.3f} (no unit)")
show("Extra term h", h, "fm^4", 1)
show("Hidden G1 G2", G_hidden, "GHz/fm^4")
show("Apparent radii with hidden term", r_apparent[0], "fm^2")
show("Visible G1 G2", G_seen, "GHz/fm^4")
show("Rms bend with visible term", seen_rms, "GHz u", 3)
show("Shift error sigma", sigma * 1e3, "MHz", 2)
for size, formula, simulated in error_rows:
    print(f"|r_perp| {size:.5f} fm^2: slope error {formula:.5f}"
          f" (simulated {simulated:.5f})")
show("r = c mu: share of |slope| < 1", shallow, "(no unit)", 3)
show("From two known radii: F1 F2", F_cal, "GHz/fm^2", 3)
show("From two known radii: K1 K2", K_cal, "GHz u", 2)
print("tests ok")
```

Running it gives:

```
Reference mass: 100 u
Partner masses: 102 104 106 108 u
Mass factors mu x 10^4: 1.9608 3.8462 5.6604 7.4074 1/u
True radius changes r: 0.12 0.20 0.26 0.36 fm^2
r/mu: 612.00 520.00 459.33 486.00 fm^2 u
True F1 F2: -2.00 -1.00 GHz/fm^2
True K1 K2: 500.0 -300.0 GHz u
Shifts, transition 1: -0.14196 -0.20769 -0.23698 -0.34963 GHz
Shifts, transition 2: -0.17882 -0.31538 -0.42981 -0.58222 GHz
Modified shifts n1: -724.00 -540.00 -418.67 -472.00 GHz u
Modified shifts n2: -912.00 -820.00 -759.33 -786.00 GHz u
Fitted slope: 0.5000 (no unit)
Fitted intercept: -550.00 GHz u
Undetected error: a: 0.80 (no unit)
Undetected error: b: 200.0 fm^2 u
Undetected wrong F1 F2: -2.500 -1.250 GHz/fm^2
Undetected wrong K1 K2: 1000.0 -50.0 GHz u
Its slope: 0.5000 (no unit)
Its intercept: -550.00 GHz u
Its radii from transition 1: 0.1352 0.2369 0.3212 0.4361 fm^2
Its radii from transition 2: 0.1352 0.2369 0.3212 0.4361 fm^2
Its radius errors: 12.7 18.5 23.5 21.2 %
Only F2 wrong: F2: -1.10 GHz/fm^2
Only F2 wrong: slope: 0.5500 (no unit)
Only F2 wrong: intercept: -575.00 GHz u
Only F2 wrong: radii from 1: 0.1200 0.2000 0.2600 0.3600 fm^2
Only F2 wrong: radii from 2: 0.1091 0.1818 0.2364 0.3273 fm^2
Fit 1: F1 F2: -1.0244 -0.5122 GHz/fm^2
Fit 1: K1 K2: 99.75 -500.12 GHz u
Fit 1: slope: 0.5000 (no unit)
Fit 1: intercept: -550.00 GHz u
Fit 2: F1 F2: -0.4386 -0.2193 GHz/fm^2
Fit 2: K1 K2: -368.22 -734.11 GHz u
Fit 2: slope: 0.5000 (no unit)
Fit 2: intercept: -550.00 GHz u
Fit 3: F1 F2: -0.7384 -0.3692 GHz/fm^2
Fit 3: K1 K2: 51.14 -524.43 GHz u
Fit 3: slope: 0.5000 (no unit)
Fit 3: intercept: -550.00 GHz u
Free directions, 0/1/2 radii known: 2 1 0
Free directions, r = c mu, 0/4 known: 3 2
Proportional case: c: 500.0 fm^2 u
Proportional case: n1 n2: -500.00 -800.00 GHz u
Same point, other F1 F2: -2.00 -3.00 GHz/fm^2
Same point, other K1 K2: 500.00 700.00 GHz u
Sine of bend, 3 isotopes: 5.1e-17 (no unit)
Sine of bend, 4 isotopes: 0.296 (no unit)
Extra term h: 5.0 9.0 11.0 16.0 fm^4
Hidden G1 G2: 0.0020 0.0010 GHz/fm^4
Apparent radii with hidden term: 0.1150 0.1910 0.2490 0.3440 fm^2
Visible G1 G2: 0.0020 0.0000 GHz/fm^4
Rms bend with visible term: 0.692 GHz u
Shift error sigma: 0.10 MHz
|r_perp| 0.03174 fm^2: slope error 0.00176 (simulated 0.00177)
|r_perp| 0.00317 fm^2: slope error 0.01761 (simulated 0.01776)
r = c mu: share of |slope| < 1: 0.501 (no unit)
From two known radii: F1 F2: -2.000 -1.000 GHz/fm^2
From two known radii: K1 K2: 500.00 -300.00 GHz u
tests ok
```
